\section*{Spinodal Temperature of a Regular Solution, With and Without Coherency Strain}

\section{The alloy without strain}

\textbf{Q.} Mixing atoms raises the entropy. Why should a uniform alloy ever become unstable?

\textbf{A.} Because unlike neighbours may cost energy. Let a crystal of $N$ atoms, each with $z$ neighbours, contain a fraction $x$ of B and $1-x$ of A. Count the bonds: every A atom has $z$ bond ends, so $zN_A=2N_{AA}+N_{AB}$, and likewise $zN_B=2N_{BB}+N_{AB}$. Eliminating $N_{AA}$ and $N_{BB}$ from the bond energy gives
\begin{equation}
E=\tfrac z2N_A\epsilon_{AA}+\tfrac z2N_B\epsilon_{BB}+N_{AB}w,\qquad
w=\epsilon_{AB}-\tfrac12(\epsilon_{AA}+\epsilon_{BB}).
\end{equation}
The first two terms are the energies of the pure crystals. In a random alloy a bond is unlike with probability $2x(1-x)$, and there are $zN/2$ bonds. The mixing energy per atom is therefore $\Omega x(1-x)$ with $\Omega=zw$. I take $\Omega>0$.

The number of arrangements is $N!/(N_A!N_B!)$. With $\ln M!\simeq M\ln M-M$, its logarithm per atom is $-x\ln x-(1-x)\ln(1-x)$. The free energy of mixing per atom is
\begin{equation}
f(x)=\Omega x(1-x)+k_BT[x\ln x+(1-x)\ln(1-x)].
\label{f}
\end{equation}
This is the regular solution. Its approximation is that the atoms stay randomly placed although they interact.

\textbf{Q.} How does that give a temperature of instability?

\textbf{A.} Let the local composition be $x+\delta x(\mathbf r)$. Atoms are conserved, so $\langle\delta x\rangle=0$, where the brackets are an average over the crystal. The linear term of the expansion vanishes, leaving $\Delta f=\frac12f''(x)\langle\delta x^2\rangle$. Differentiating twice,
\begin{align}
f'&=\Omega(1-2x)+k_BT\ln\frac{x}{1-x},\\
f''&=-2\Omega+k_BT\left(\frac1x+\frac1{1-x}\right)
=\frac{k_BT}{x(1-x)}-2\Omega.
\end{align}
A negative $f''$ means that a small fluctuation lowers the free energy. The boundary $f''=0$ is the spinodal:
\begin{equation}
k_BT_s(x)=2\Omega x(1-x),\qquad T_c=T_s(\tfrac12)=\frac{\Omega}{2k_B}.
\label{spin}
\end{equation}
The product $x(1-x)$ is largest at $x=\frac12$, which fixes the top.

\textbf{Q.} Stability against small fluctuations does not exclude a large one.

\textbf{A.} Below $T_c$ it does not: an alloy just outside the spinodal can be metastable. Above $T_c$ it does. There $f''\ge4k_BT-2\Omega>0$ at every composition, so $f$ is convex and $\langle f\rangle\ge f(\langle x\rangle)$ for any distribution of compositions. No decomposition, small or large, lowers the free energy.

\section{The energy of a coherent wave}

\textbf{Q.} Where does strain enter? The two atoms may differ in size, but surely $\Omega$ already includes that.

\textbf{A.} It includes the local distortion of bonds in a \emph{uniform} alloy whose crystal is free to take its preferred lattice constant $a(x)$. A composition wave has regions with different preferred lattice constants. If the lattice planes run through them unbroken, which is what coherent means, the regions must share a common spacing along the wave fronts. That long-range strain energy is absent from $\Omega$.

Let $\eta=d\ln a/dx$ be constant. For a small mismatch this is nearly Vegard's law, in which $a$ itself is linear in $x$. The stress-free strain is then $\eta\,\delta x$ in every direction. I assume linear elasticity, moduli independent of composition, no dislocations, and composition waves much shorter than the crystal, with surface effects neglected. The mean strain is free to relax. The condition on the wavelength matters: a free crystal can bend, and a composition that varies linearly from one face to the opposite one then costs no strain energy, whatever the crystal's size.

\textbf{Q.} Then compute the cost of one wave.

\textbf{A.} Take $\delta x=A\cos(\mathbf q\cdot\mathbf r)$ with unit vector $\mathbf n=\mathbf q/q$. The atoms respond with a displacement $\mathbf u=(\mathbf g/q)\sin(\mathbf q\cdot\mathbf r)$, whose strain is $\frac12(g_in_j+n_ig_j)\cos(\mathbf q\cdot\mathbf r)$. A displacement in the other phase, or a uniform strain, is orthogonal to this source on averaging and could only add energy.

The energy density is half the stiffness contracted twice with the difference between actual and stress-free strain. In a cubic crystal $C_{ijkl}\delta_{kl}=K\delta_{ij}$, with $K=C_{11}+2C_{12}$. Using $\langle\cos^2\rangle=\frac12$,
\begin{equation}
e=\tfrac14\left[\mathbf g\cdot\Gamma\mathbf g-2\eta AK\,\mathbf g\cdot\mathbf n+3K\eta^2A^2\right],
\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\end{equation}
Setting the derivative with respect to $\mathbf g$ to zero gives $\Gamma\mathbf g=\eta AK\mathbf n$. Substituting it back, and noting $\langle\delta x^2\rangle=A^2/2$,
\begin{equation}
e=Y(\mathbf n)\eta^2\langle\delta x^2\rangle,\qquad
Y(\mathbf n)=\tfrac12\left[3K-K^2\tau\right],\quad \tau=\mathbf n\cdot\Gamma^{-1}\mathbf n .
\label{Y}
\end{equation}

\textbf{Q.} A real fluctuation contains many waves. Is there not also a strain energy between them?

\textbf{A.} Not in this model. The energy is quadratic, and the average of a product of two waves with different $\mathbf q$ vanishes (counting $\pm\mathbf q$ as one wave). The costs add. The relevant misfit lies between the A-rich and B-rich regions within each wave. Composition-dependent moduli would introduce coupling.

\textbf{Q.} Which direction is cheapest?

\textbf{A.} For a cubic crystal, $\Gamma_{ii}=C_{44}+(C_{11}-C_{44})n_i^2$ and, for $i\ne j$, $\Gamma_{ij}=(C_{12}+C_{44})n_in_j$. Hence
\begin{equation}
\Gamma=D+c\,\mathbf n\mathbf n^T,\quad c=C_{12}+C_{44},\quad
D_i=C_{44}-\Delta n_i^2,
\end{equation}
where $D$ is diagonal and $\Delta=2C_{44}+C_{12}-C_{11}$. To find $\tau$, solve $\Gamma\mathbf h=\mathbf n$, for which $\tau=\mathbf n\cdot\mathbf h$. The equation reads $D\mathbf h=(1-c\tau)\mathbf n$. Multiplying by $\mathbf n^TD^{-1}$ gives $\tau=(1-c\tau)s$, or
\begin{equation}
\tau=\frac{s}{1+cs},\qquad s=\sum_i\frac{p_i}{C_{44}-\Delta p_i},\quad p_i=n_i^2,\quad \sum_ip_i=1.
\end{equation}
The cost is lowest where $\tau$, and hence $s$, is largest. Suppose $\Delta>0$ and $C_{44}-\Delta=C_{11}-C_{12}-C_{44}>0$. Each term of $s$ is then a convex function of $p_i$. The sum is largest when one $p_i$ is 1, the $[100]$ directions, and smallest when all are $\frac13$, the $[111]$ directions.

Along $[100]$, $s=1/(C_{11}-C_{12}-C_{44})$, so $1+cs=C_{11}s$ and $\tau=1/C_{11}$. Equation~(\ref{Y}) becomes
\begin{equation}
Y_{100}=\frac K2\left(3-\frac K{C_{11}}\right)
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
\end{equation}
In an isotropic solid $\Delta=0$, and every direction has this value. With Young's modulus $E$ and Poisson's ratio $\nu$, the factors are $C_{11}-C_{12}=E/(1+\nu)$, $K=E/(1-2\nu)$ and $C_{11}=E(1-\nu)/[(1+\nu)(1-2\nu)]$. Their combination is $Y=E/(1-\nu)$, the modulus for equal strain along two axes. That is the physical content: the wave relaxes along its normal but remains clamped along its two in-plane axes.

\section{The shifted critical temperature}

\textbf{Q.} Put the pieces together. Does a sharp wave not cost something as well?

\textbf{A.} Yes, through the bonds. For site probabilities $p_i,p_j$ the chance of an unlike bond is
\begin{equation}
p_i(1-p_j)+p_j(1-p_i)=p_i(1-p_i)+p_j(1-p_j)+(p_i-p_j)^2 .
\end{equation}
The first two terms give the local mixing energy. The last gives $(zw/2)\langle(\mathbf d\cdot\nabla\delta x)^2\rangle$ for a slow wave, where $\mathbf d$ is a bond vector. In the diamond lattice $d^2=3a^2/16$, and the average over the four bonds replaces $d_id_j$ by $\delta_{ij}a^2/16$. The cost is $\kappa q^2\langle\delta x^2\rangle$ with $\kappa=\Omega a^2/32$.

Let $v$ be the volume per atom and $W(\mathbf n)=vY(\mathbf n)\eta^2$. For one wave,
\begin{equation}
\Delta f=\tfrac12\left[\frac{k_BT}{x(1-x)}-2\Omega+2W(\mathbf n)+2\kappa q^2\right]\langle\delta x^2\rangle .
\label{total}
\end{equation}
In this continuum treatment the strain cost does not depend on the wavelength, and $\kappa>0$. On cooling, the bracket therefore first reaches zero for long waves in the softest direction. In a real lattice the strain cost changes at wavelengths of a few lattice constants, which the model leaves out. Write $W$ for the value there, $vY_{100}\eta^2$ under the stated conditions. For waves long enough that $\kappa q^2$ is negligible, yet still short compared with the crystal,
\begin{equation}
k_BT_s^{\rm coh}=2x(1-x)(\Omega-W),\qquad
T_c^{\rm coh}=\frac{\Omega-W}{2k_B}=T_c-\frac{W}{2k_B}.
\label{coh}
\end{equation}
A stable crystal has $Y_{100}>0$, so any mismatch, of either sign, lowers the critical temperature. If $W\ge\Omega$, the bracket is positive at every $T>0$ and such waves have no coherent instability in the bulk. Waves confined near a free surface relax further and are treated in the last section.

\textbf{Q.} You have again treated small waves. Could large ones evade the shift?

\textbf{A.} Not in the bulk, that is, while the composition varies over lengths short compared with the crystal and away from its free surfaces. Let $X$ be the local composition and $\bar x$ its mean. Every direction costs at least $W$, so the total free energy is at least $\langle f(X)+W(X-\bar x)^2\rangle$. Expand the square:
\begin{equation}
W(X-\bar x)^2=-WX(1-X)+W(1-2\bar x)X+W\bar x^2 .
\end{equation}
The last two terms have a fixed average because $\langle X\rangle=\bar x$. What remains is a regular solution with $\Omega$ replaced by $\Omega-W$. Above $T_c^{\rm coh}$ it is convex, and the earlier argument applies.

The same replacement gives the coherent miscibility gap. Thick layers normal to $[100]$ contain waves along $[100]$ alone, so they attain the bound apart from interface energy. The free energy $f$ with $\Omega-W$ is symmetric about $\frac12$, so its common tangent is horizontal. From $f'=0$,
\begin{equation}
k_BT_b^{\rm coh}=\frac{(\Omega-W)(2x-1)}{\ln[x/(1-x)]}.
\end{equation}
As $x\to\frac12$, the logarithm tends to $2(2x-1)$ and $T_b^{\rm coh}\to T_c^{\rm coh}$. The gap and the spinodal meet at the same lowered top.

\section{Numbers in the silicon-germanium regime}

\textbf{Q.} Is the shift always a small correction?

\textbf{A.} Not for silicon-germanium-like values. I use rough, rounded inputs: $\Omega=0.030$~eV per atom, $a=0.55$~nm, $C_{11},C_{12},C_{44}=150,55,75$~GPa and $\eta=0.04$. The diamond cell holds eight atoms, so $v=a^3/8=0.0208$~nm$^3$. Here $\Delta=55$~GPa and $C_{44}-\Delta=20$~GPa, so both conditions for a soft $[100]$ direction hold. The modulus is
\begin{equation}
Y_{100}=\frac{95\times260}{150}=165\ \text{GPa},
\end{equation}
against 209~GPa along $[111]$. Since $1$~GPa\,nm$^3=6.24$~eV,
\begin{equation}
W=165\times(0.04)^2\times0.0208\times6.24\ \text{eV}=0.034\ \text{eV}.
\end{equation}
Without coherency strain $T_c=0.030/(2k_B)=174$~K. With it, $W>\Omega$. The formal value of $(\Omega-W)/2k_B$ is $-24$~K, which is not a temperature; it says that in this model no long coherent wave in the bulk, away from free surfaces, becomes unstable. Ordering on the atomic scale, which a size difference can favour, is outside the model.

For a finite lowering, reduce the mismatch to $\eta=0.01$ and hold everything else fixed. This control is not a material. Its $W$ is sixteen times smaller, 0.0021~eV, and the critical temperature falls by 12~K, from 174 to 162~K. At $x=0.3$ the factor $4x(1-x)=0.84$ puts the spinodal at 146~K without strain and 136~K with it. The instability disappears at $\eta=\sqrt{\Omega/(vY_{100})}=0.037$.

\textbf{Q.} That is barely below 0.04. How firm is the suppression?

\textbf{A.} Within the random-mixing model it is narrow. Moduli 15 percent lower give $W=0.029$~eV, just below $\Omega$, and a critical temperature of about 5~K. An $\Omega$ above 0.034~eV would also restore an instability. The robust statement is that the strain energy is comparable with the mixing energy. The gradient term matters little here: at a wavelength of 10~nm, $\kappa q^2/(2k_B)$ is 0.65~K.

\textbf{Q.} Random mixing is itself suspect at low temperature.

\textbf{A.} It is, and its error can exceed the control's 12~K shift. Let $y$ be the probability of an AB pair in a given order. The pair approximation neglects closed rings of bonds. On such a tree the joint probability is the product of pair probabilities divided by each site probability to the power $z-1$. The free energy is then
\begin{align}
F={}&\Omega y+\tfrac z2k_BT\big[2y\ln y+(x-y)\ln(x-y)\nonumber\\
&+(1-x-y)\ln(1-x-y)\big]\nonumber\\
&-(z-1)k_BT[x\ln x+(1-x)\ln(1-x)].
\end{align}
At $x=\frac12$, $\partial F/\partial y=0$ gives $y=(\frac12-y)r$ with $r=e^{-w/k_BT}$, hence $\frac12-y=1/[2(1+r)]$. The mixed derivative $\partial^2F/\partial x\partial y$ vanishes there by symmetry, so the curvature is $\partial^2F/\partial x^2$:
\begin{equation}
k_BT\left[\frac{z}{\frac12-y}-4(z-1)\right]
=4k_BT(2r-1)\quad(z=4).
\end{equation}
It vanishes at $k_BT=w/\ln2$. With $w=\Omega/4=0.0075$~eV this is 126~K rather than 174~K. Adding the elastic term $2W$ for the control and solving numerically gives 107~K, a lowering of 19~K.

In this approximation the curvature at $x=\frac12$ is never below $-0.0112$~eV, a minimum found on a temperature grid. A $W$ above 0.0056~eV, or $\eta$ above about 0.016, therefore removes the instability against small long waves at that composition. A large split, into nearly pure layers, can still lower the free energy until $W$ reaches about 0.0066~eV. This second limit is rough: it is set near 42~K, where the approximate entropy of the uniform alloy is close to zero, and at lower temperatures that entropy turns negative. Since $W=0.034$~eV at $\eta=0.04$ is far above both limits, short-range order would make the suppression at $x=\frac12$ much less narrow if $\Omega$ came entirely from nearest-neighbour bonds. With a size mismatch, part of $\Omega$ is local distortion, so this is an indication and not a proof. These limits do not carry over to other compositions. Even at $W=0.034$~eV the same approximation leaves dilute alloys unstable, for $x$ up to about 0.026 and temperatures up to about 35~K, a range in which the approximation itself is doubtful.

\textbf{Q.} Devices are thin layers. Can a surface undo the clamping?

\textbf{A.} In part. Consider a free $(001)$ membrane, thin compared with the wavelength, that stays flat and carries an in-plane $[100]$ wave. Strains along the wave and through the thickness relax; the strain along the wave fronts stays locked. With elastic strain $e_y=-\eta\delta x$ and zero stress along the other axes, $e_x=e_z=-C_{12}e_y/(C_{11}+C_{12})$. The remaining stress is $E_{100}e_y$, with
\begin{equation}
E_{100}=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}=120\ \text{GPa}.
\end{equation}
The energy density is $\frac12E_{100}\eta^2\langle\delta x^2\rangle$, so 60~GPa replaces 165~GPa. At $\eta=0.04$, $W$ drops to 0.0125~eV and the mean-field critical temperature returns, at 101~K. This $W$ is still above the pair-approximation limit of 0.0056~eV, so the two treatments disagree about the membrane at $x=\frac12$.

A thick crystal can do the same near a free $(001)$ surface. Let the wave run along $[100]$ and decay with depth, $\delta x=A\cos(qs)\,e^{-qt}$, with $s$ the distance along the wave and $t$ the depth. If the only stress is the one along the wave fronts, the total strains along $s$ and $t$ are equal, proportional to $\delta x$, and there is no shear. Such a field comes from a displacement when $(\partial_s^2+\partial_t^2)\delta x=0$, which this wave satisfies. Its cost is again $\frac12E_{100}\eta^2\langle\delta x^2\rangle$. In the mean-field model a wave confined to the surface region therefore becomes unstable at the membrane's 101~K; the gradient term, now $2\kappa q^2$, lowers this to about 100~K at a wavelength of 10~nm.

\textbf{Q.} What does this say about a real silicon-germanium device?

\textbf{A.} The mismatch of about 4 percent and the moduli are close to the real ones; $\Omega$ is the least certain input. Real layers can break the assumption of unbroken planes. Dislocations that removed all coherency strain would move the model's answer from no instability back to 174~K, and a thin free $(001)$ membrane that stays flat, or the region just under a free $(001)$ surface of a thick crystal, would move it to 101~K for an in-plane $[100]$ wave. A membrane that can bend may relax a composition difference through its thickness much further, so 101~K is not an upper limit for free membranes in general. Vibrational mixing entropy and a composition-dependent $\Omega$ are omitted and have not been sized.

Kinetics matter more in use. Ignoring the thermodynamic driving factor, a wave of length $\lambda$ evolves in a time $\lambda^2/(4\pi^2D)$. Take rough diffusion parameters, $D=D_0e^{-E_a/k_BT}$ with $D_0=10^{-3}$~m$^2$/s and $E_a=4$~eV, and $\lambda=10$~nm. The time is about 1.5~hours at an 1100~K anneal, where every version of the model favours mixing. At 174~K it is of order $10^{101}$~s. Such an extrapolation has no quantitative value, but its meaning is clear: with these parameters, atoms cannot rearrange by bulk diffusion at the temperatures where the model would permit decomposition.
